# Zero-point fluctuation of the Si-H bond length in a low-k film

## Problem

A porous organosilicate film, used as a low-k interlayer dielectric, contains some Si-H bonds. Take one of them to have a harmonic stretching vibration at 2200 cm$^{-1}$, and use the reduced mass of an isolated Si-H pair.

(a) Find the root-mean-square fluctuation of the bond length in the vibrational ground state.

(b) How much does the answer change at 300 K and at 673 K (400 °C, a rough temperature for a back-end anneal)?

(c) The silicon atom belongs to a network. Is the mass of an isolated pair still the right one?

(d) How much do anharmonicity and sideways motion of the hydrogen change the answer?

The atomic masses are $m_{\rm H}=1.008$ u and $m_{\rm Si}=28.085$ u. Where a bond length is needed, take the rough value $r_0=1.48$ Å.

"Root-mean-square fluctuation" means the standard deviation $\sigma$ of the length about its mean. It describes the spread of the quantum probability distribution for one bond. Differences in mean length between bonds at different sites of a disordered film are a separate matter.

## Solution

### (a) The ground-state spread

**One coordinate.** Let both atoms move along the bond axis, at positions $X_{\rm H}$ and $X_{\rm Si}$, with $X_{\rm H}>X_{\rm Si}$. The stretch is $x=X_{\rm H}-X_{\rm Si}-r_0$. With $M=m_{\rm H}+m_{\rm Si}$ and centre of mass $R=(m_{\rm H}X_{\rm H}+m_{\rm Si}X_{\rm Si})/M$, the velocities are

$$
\dot X_{\rm H}=\dot R+\frac{m_{\rm Si}}{M}\dot x,\qquad
\dot X_{\rm Si}=\dot R-\frac{m_{\rm H}}{M}\dot x .
$$

In the kinetic energy the cross terms $\pm m_{\rm H}m_{\rm Si}\dot R\dot x/M$ cancel. What remains is

$$
T=\tfrac12M\dot R^2+\tfrac12\,\frac{m_{\rm H}m_{\rm Si}^2+m_{\rm Si}m_{\rm H}^2}{M^2}\,\dot x^2
=\tfrac12M\dot R^2+\tfrac12\mu\dot x^2,\qquad
\mu=\frac{m_{\rm H}m_{\rm Si}}{M}.
$$

The potential depends on $x$ alone, so the stretch is a one-dimensional oscillator of mass $\mu$:

$$
H=-\frac{\hbar^2}{2\mu}\frac{d^2}{dx^2}+\frac12\mu\omega^2x^2 .
$$

**The ground state.** For any normalized $\psi$ that vanishes at large distance,

$$
0\le\int\left|\frac{\hbar}{\sqrt{2\mu}}\psi'+\sqrt{\frac{\mu}{2}}\,\omega x\psi\right|^2dx .
$$

The two squares give the mean kinetic energy, after one integration by parts, and the mean potential energy. The cross term is

$$
\frac{\hbar\omega}{2}\int x\,\frac{d|\psi|^2}{dx}\,dx=-\frac{\hbar\omega}{2}\int|\psi|^2dx=-\frac{\hbar\omega}{2}.
$$

Hence $\langle H\rangle\ge\hbar\omega/2$. Equality requires the integrand to vanish everywhere, so that $\psi'=-(\mu\omega/\hbar)x\psi$. The solution is

$$
\psi_0\propto e^{-\mu\omega x^2/(2\hbar)} .
$$

This function is normalizable and reaches the lower bound, so it is the ground state, with energy $E_0=\hbar\omega/2$.

**Its width.** The probability density is proportional to $e^{-\alpha x^2}$ with $\alpha=\mu\omega/\hbar$. It is even, so $\langle x\rangle=0$. Integration by parts gives

$$
\int x\left(xe^{-\alpha x^2}\right)dx=\frac1{2\alpha}\int e^{-\alpha x^2}dx .
$$

Therefore

$$
\sigma^2=\langle x^2\rangle=\frac{1}{2\alpha}=\frac{\hbar}{2\mu\omega}.
$$

**Numbers.** The reduced mass is

$$
\mu=\frac{1.008\times28.085}{29.093}\ {\rm u}=0.9731\ {\rm u},
$$

slightly below the hydrogen mass, because hydrogen does most of the moving. The 2200 cm$^{-1}$ is a wavenumber $\nu$, and the angular frequency is $\omega=2\pi c\nu=4.144\times10^{14}$ rad/s. The force constant is $k=\mu\omega^2=277.5$ N/m, and the zero-point energy is $E_0=0.1364$ eV.

Since $E_0/k=(\hbar\omega/2)/(\mu\omega^2)=\hbar/(2\mu\omega)$, the variance is

$$
\sigma^2=\frac{E_0}{k}=\frac{0.1364\times1.602\times10^{-19}\ {\rm J}}{277.5\ {\rm N/m}}
=7.875\times10^{-23}\ {\rm m^2}=0.007875\ \text{Å}^2 .
$$

The square root is

$$
\boxed{\sigma=0.0887\ \text{Å}\approx0.09\ \text{Å}}
$$

or 0.00887 nm. This is 6% of the bond length.

For other wavenumbers it helps to express energies as wavenumbers, dividing them by $hc$. Because $\hbar\omega=hc\nu$,

$$
\sigma^2=\frac{B}{\nu},\qquad B=\frac{\hbar^2}{2\mu hc}=17.324\ {\rm cm^{-1}\,Å^2}.
$$

At fixed mass $\sigma\propto\nu^{-1/2}$, so a small relative error in the wavenumber produces half that relative error in $\sigma$.

**What the number means.** The ground state is stationary: its probability density does not swing back and forth. The value 0.09 Å is the spread that ideal length measurements on identically prepared bonds would show. It differs from the classical amplitude $A$ of an oscillator with the same energy. Setting $\frac12\mu\omega^2A^2=\hbar\omega/2$ gives $A^2=\hbar/(\mu\omega)=2\sigma^2$, so $A=\sqrt2\,\sigma=0.1255$ Å.

### (b) Temperature

The excited levels follow from the combination used above. Define

$$
a_-=\frac{1}{\sqrt{\hbar\omega}}\left(\frac{\hbar}{\sqrt{2\mu}}\frac{d}{dx}+\sqrt{\frac\mu2}\,\omega x\right)
$$

and let $a_+$ be its adjoint, in which the derivative changes sign. Multiplying out gives $H=\hbar\omega(a_+a_-+\frac12)$ and $a_-a_+-a_+a_-=1$. Consequently $a_-$ lowers the energy of an eigenstate by $\hbar\omega$, and $a_+$ raises it by the same amount. Since the energy is bounded below, repeated lowering must end at a state with $a_-\psi=0$, which is $\psi_0$. The levels are therefore $E_n=(n+\frac12)\hbar\omega$ with $n=0,1,2,\dots$

In a stationary state $\langle xp+px\rangle$ is constant. Its rate of change is $2\langle p^2\rangle/\mu-2\mu\omega^2\langle x^2\rangle$, so the mean kinetic and potential energies are equal. Each is $E_n/2$, which gives $\langle x^2\rangle_n=E_n/(\mu\omega^2)$.

At temperature $T$, level $n$ has weight $q^n$ with $q=e^{-\hbar\omega/(k_BT)}$. Using $\sum q^n=1/(1-q)$ and $\sum nq^n=q/(1-q)^2$, the mean energy is

$$
\hbar\omega\left(\frac12+\frac{q}{1-q}\right)=\frac{\hbar\omega}{2}\,\frac{1+q}{1-q}.
$$

Dividing by $\mu\omega^2$ gives

$$
\sigma_T^2=\sigma^2\,\frac{1+q}{1-q}=\sigma^2\coth\frac{\hbar\omega}{2k_BT}.
$$

For small $q$ the ratio is about $1+2q$, so $\sigma$ itself grows by the fraction $q$. The increase is 0.0026% at 300 K. At 673 K it is 0.91%, giving 0.0895 Å. The stretch is close to its ground state at both temperatures. These figures are for the stretch alone. Softer motions are excited more strongly, and at 300 K they outweigh the stretch. In the chain of (c) the increase is 0.0056% at 300 K and 0.93% at 673 K. In the straight-line bending model of (d) it is about 0.04% at 300 K and 1.4% at 673 K, where the spread reaches 0.090 Å.

In the opposite limit, $k_BT\gg\hbar\omega$, $\coth y\approx1/y$ gives $\sigma_T^2\approx k_BT/(\mu\omega^2)=k_BT/k$. This is the classical result, in which the mass drops out at fixed force constant. It does not apply to this bond at the temperatures considered.

### (c) Silicon in a network

**General harmonic network.** Let $u_j$ be the displacement of atom $j$ along the bond axis. In the mass-weighted coordinates $\sqrt{m_j}\,u_j$, taken together with those for the two perpendicular directions, a harmonic network separates into independent normal modes $Q_i$. Each is an oscillator of unit mass with ground-state variance $\hbar/(2\omega_i)$. If $e_{ji}$ is the component of mode $i$ on atom $j$ along the bond axis, then

$$
u_j=\sum_i\frac{e_{ji}}{\sqrt{m_j}}Q_i,\qquad
x=\sum_iL_iQ_i,\qquad
L_i=\frac{e_{{\rm H}i}}{\sqrt{m_{\rm H}}}-\frac{e_{{\rm Si}i}}{\sqrt{m_{\rm Si}}}.
$$

Because the modes are independent,

$$
\sigma^2=\sum_i\frac{\hbar L_i^2}{2\omega_i}.
$$

The mode matrix is orthogonal, so $\sum_ie_{{\rm H}i}^2=\sum_ie_{{\rm Si}i}^2=1$ and $\sum_ie_{{\rm H}i}e_{{\rm Si}i}=0$. Hence

$$
\sum_iL_i^2=\frac1{m_{\rm H}}+\frac1{m_{\rm Si}}=\frac1\mu .
$$

The network does not alter this sum. If nearly all of it belongs to the mode at 2200 cm$^{-1}$, the diatomic formula follows.

**Why one mode dominates.** Suppose silicon is also tied to a stationary neighbour by a spring $K$. When the Si-H bond drives it with a force of amplitude $F$ at frequency $\omega$, its equation of motion is $-m_{\rm Si}\omega^2u=F-Ku$, so

$$
u=-\frac{F}{m_{\rm Si}\omega^2-K}.
$$

A free atom has the same expression with $K=0$. Here $m_{\rm Si}\omega^2=k\,m_{\rm Si}/\mu=277.5\times28.085/0.9731\approx8010$ N/m. A rough framework spring of 400 N/m is 5% of this. At the stretching frequency silicon responds mainly through its inertia, almost as a free atom.

**A chain.** To include moving neighbours, take a line of atoms H-Si-O-Si-O-… with ten Si-O pairs. The oxygen mass is 15.999 u, every framework spring is 400 N/m, and the last oxygen is tied to a wall by the same spring. Numerical diagonalization gives the modes. With the Si-H spring adjusted to 276.9 N/m, the highest mode lies at 2200 cm$^{-1}$; the next lies at 1151 cm$^{-1}$. The sum over all modes gives $\sigma=0.0888$ Å, which is 0.026% above the diatomic value.

The opposite limit is a silicon atom that cannot move. Then $\mu$ is replaced by $m_{\rm H}$. With the wavenumber held at 2200 cm$^{-1}$, $\sigma$ is multiplied by $\sqrt{0.9731/1.008}$, giving 0.0872 Å, a decrease of 1.75%. The isolated-pair mass is thus the better choice in this model, though either mass gives 0.09 Å to one significant figure.

Treating silicon as nearly free needs a stretch well above the framework modes that move silicon along the bond. If the two were close in frequency, the stretch could be shared among several modes. The sum $\sum_iL_i^2=1/\mu$ would still hold, so $1/\omega$ in the diatomic formula would be replaced by the average of $1/\omega_i$ with weights $\mu L_i^2$.

### (d) Anharmonicity and sideways motion

**A Morse bond.** A real bond is harder to compress than to extend. A simple model is

$$
V(x)=D\left(1-e^{-ax}\right)^2,
$$

with $x$ measured from the minimum. Define $\lambda=\sqrt{2\mu D}/(a\hbar)$ and $z=2\lambda e^{-ax}$. Since $d/dx=-a\,z\,d/dz$, the Schrödinger equation becomes

$$
\left(z\frac{d}{dz}\right)^2\psi=\left(\frac{z^2}{4}-\lambda z+\beta^2\right)\psi,\qquad
\beta^2=\frac{2\mu(D-E)}{a^2\hbar^2}.
$$

Put $\psi=z^\beta e^{-z/2}f$ and write $\theta=z\,d/dz$. Then

$$
\theta^2f+(2\beta-z)\,\theta f+\left(\lambda-\beta-\tfrac12\right)zf=0 .
$$

The choice $f=1$ works if $\beta=\lambda-\frac12$. It has no node and is the ground state. The choice $f=z-c$ works if $\beta=\lambda-\frac32$ and $c=1+2\beta$. It has one node and is the first excited state.

Let $\chi=Ba^2$, the wavenumber equivalent of $\hbar^2a^2/(2\mu)$. The energies, as wavenumbers, are $\chi[\lambda^2-(\lambda-\frac12)^2]$ and $\chi[\lambda^2-(\lambda-\frac32)^2]$. Their difference is the fundamental:

$$
\nu=2\chi(\lambda-1).
$$

Near the minimum $V\approx Da^2x^2$. Equating this to $\frac12\mu\omega_e^2x^2$ gives a harmonic wavenumber $\nu_e=2\lambda\chi=\nu+2\chi$.

The ground-state density follows from $\psi^2dx$ and $dx=-dz/(az)$. It is proportional to

$$
z^{s-1}e^{-z}\,dz,\qquad s=2\lambda-1=\frac{\nu_e}{\chi}-1 .
$$

For this distribution $\langle z^t\rangle=\Gamma(s+t)/\Gamma(s)$. The first and second derivatives of its logarithm at $t=0$ are the mean and the variance of $\ln z$. Since $x=[\ln(2\lambda)-\ln z]/a$,

$$
\langle x\rangle=\frac{\ln(s+1)-(\ln\Gamma)'(s)}{a},\qquad
\sigma_{\rm M}^2=\frac{(\ln\Gamma)''(s)}{a^2}.
$$

Take the rough value $\chi=35$ cm$^{-1}$ and keep the fundamental at 2200 cm$^{-1}$. Then $\nu_e=2270$ cm$^{-1}$, $s=63.86$ and $a=\sqrt{35/17.324}=1.421$ Å$^{-1}$. For large $s$, Stirling's formula gives $(\ln\Gamma)''\approx1/s+1/(2s^2)=0.01578$. Hence

$$
\sigma_{\rm M}=\frac{\sqrt{0.01578}}{1.421}\ \text{Å}=0.0884\ \text{Å},
$$

which is 0.40% below the harmonic value. Two effects oppose each other. A harmonic well with the Morse curvature at the minimum has wavenumber 2270 cm$^{-1}$ and would give $\sqrt{17.324/2270}=0.0874$ Å, narrower than the 0.0887 Å found at 2200 cm$^{-1}$. Compared with that parabola, the Morse curve is softer on the outside and steeper on the inside, and the net result is a wider distribution, 0.0884 Å. The mean length moves outward by 0.0165 Å from the minimum. That is a shift, and it does not enter the standard deviation. The sign of the correction depends on what is held fixed. If 2200 cm$^{-1}$ is taken as the harmonic wavenumber $\nu_e$ instead of the fundamental, the fundamental falls to 2130 cm$^{-1}$ and $\sigma_{\rm M}=0.0898$ Å, 1.2% above the harmonic value.

**Sideways motion.** Suppose the hydrogen also moves in straight lines perpendicular to the bond, with independent Gaussian displacements $y$ and $w$, each of variance $b^2$. With $\rho^2=y^2+w^2$, the interatomic distance is

$$
d=\sqrt{(r_0+x)^2+\rho^2}\approx r_0+x+\frac{\rho^2}{2r_0}-\frac{x\rho^2}{2r_0^2}.
$$

A Gaussian has $\langle y^4\rangle=3b^4$, so $\rho^2$ has mean $2b^2$ and variance $4b^4$. The third term adds $b^4/r_0^2$ to the variance of $d$. The covariance of $x$ with the last term, counted twice, adds $-2\sigma^2b^2/r_0^2$. To leading order,

$$
\sigma_d^2\approx\sigma^2\left(1-\frac{2b^2}{r_0^2}\right)+\frac{b^4}{r_0^2}.
$$

For a rough bending wavenumber of 880 cm$^{-1}$ and the hydrogen mass alone, the ground-state formula gives $b=0.1379$ Å. This exceeds the stretching spread because the bend is softer. The two corrections to the variance are $-1.74\%$ and $+2.09\%$ of $\sigma^2$, and they nearly cancel. Gaussian quadrature of the unexpanded distance gives $\sigma_d=0.0889$ Å, an increase of 0.17%. The near cancellation belongs to this bending wavenumber: at 640 cm$^{-1}$ the same model gives an increase of 0.75%. If the hydrogen were instead held on an arc of fixed radius, this geometric contribution would be absent. The 0.17% increase therefore belongs to the straight-line model and need not hold, even in sign, for a real bond. On an elastic bond, motion along an arc also has a centrifugal effect on the length, which is left out here.

## A few cases

Each row changes one feature of the harmonic diatomic model at 2200 cm$^{-1}$. The changes are relative to its $\sigma$.

| Case | $\sigma$ (Å) | Change |
|---|---:|---:|
| Harmonic pair, ground state | 0.0887 | – |
| Wavenumber 2100 cm$^{-1}$ | 0.0908 | +2.4% |
| Wavenumber 2250 cm$^{-1}$ | 0.0877 | −1.1% |
| Temperature 673 K | 0.0895 | +0.91% |
| Silicon clamped | 0.0872 | −1.75% |
| Morse bond, fundamental at 2200 cm$^{-1}$ | 0.0884 | −0.40% |
| Straight-line bending | 0.0889 | +0.17% |

In organosilicate films the Si-H stretch lies roughly between 2100 and 2250 cm$^{-1}$, depending on the other atoms bonded to silicon, so 2200 cm$^{-1}$ is a typical choice. A real film breaks the assumption of a single wavenumber: its sites differ, and over this range $\sigma$ moves by at most 2.4% from the value found in (a). The bond is also anharmonic. In the Morse model this lowers $\sigma$ by 0.4% if 2200 cm$^{-1}$ is the fundamental, and raises it by 1.2% if it is the harmonic wavenumber. The chain and the Morse curve estimate the sizes of corrections and are not a computed film structure. Every row rounds to 0.09 Å, the precision that the estimate supports.
